# Why a centrally peaked inductive plasma is not heated on its axis

**Q:** My inductive argon discharge is densest on its axis. Ohmic heating needs electrons, and most of them are there, so I take the axis to be where the coil heats the plasma most. Is that sound?

**A:** Density is one factor in the heating; the square of the electric field is the other. Before we multiply them, what field does the coil produce on the axis?

**Q:** I assumed a roughly uniform one, perhaps somewhat weaker in the middle because of the skin effect.

**A:** Let us compute it. Take coil, vessel and plasma to be axisymmetric, with all fields finite, and let the drive be purely inductive: the coil current runs around the axis, and the electric field has only an azimuthal component. I use atomic units, with Faraday's law in the form \(\nabla\times\mathbf E=-\partial\mathbf B/\partial t\), and write each field as the real part of a peak amplitude times \(e^{-i\omega t}\). The time derivative then becomes \(-i\omega\), so \(\nabla\times\mathbf E=i\omega\mathbf B\).

Apply this to a circle of radius \(r\) centred on the axis. By symmetry the azimuthal field \(E_\varphi\) is the same all round the circle, and Stokes' theorem gives

\[
2\pi r\,E_\varphi(r)=i\omega\int_0^r B_z(r')\,2\pi r'\,dr'.
\]

A smooth axisymmetric \(B_z\) has no term linear in \(r\), because such a term would make a cusp on the axis. Hence \(B_z(r')=B_0+O(r'^2)\), where \(B_0\) is the value on the axis at the chosen height. The integral is \(\pi r^2B_0+O(r^4)\), and dividing by \(2\pi r\) gives

\[
E_\varphi(r)=\frac{i\omega B_0}{2}\,r+O(r^3).
\]

**Q:** So it vanishes on the axis. Is that the skin effect after all, with the plasma shielding its centre?

**A:** No. The plasma has not entered yet. A small circle encloses little flux, so it has little electromotive force around it, even in vacuum. Symmetry says the same: an azimuthal vector has no direction to choose on the axis. The plasma can change \(B_0\), and so the slope, but not the zero.

**Q:** Does it matter whether the coil is wound round the vessel or lies flat on a window?

**A:** Not for this result, since the circle may be drawn at any height. As a test, the field of a single current loop was summed from its elements, both in the plane of the loop and 0.7 loop radii above it. In each case the slope at the axis agreed with half the local \(B_z\) to within a relative \(10^{-5}\).

**Q:** Then the heating. With many electrons in a weak field, which factor wins?

**A:** For that we need the conductivity. An electron has charge \(-1\) and mass 1 in these units. With momentum lost in collisions at rate \(\nu\), its mean velocity obeys

\[
\frac{d\mathbf v}{dt}=-\mathbf E-\nu\mathbf v
\quad\Rightarrow\quad
(\nu-i\omega)\,\mathbf v=-\mathbf E .
\]

The current density is \(\mathbf J=-n\mathbf v=\sigma\mathbf E\), so

\[
\sigma=\frac{n}{\nu-i\omega}=\frac{n(\nu+i\omega)}{\nu^2+\omega^2},
\qquad
\operatorname{Re}\sigma=\frac{n\nu}{\nu^2+\omega^2}.
\]

This takes the response to be local: the current at a point depends on the field at that point. It also neglects the magnetic force on the electrons. The mean product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other, so the heating per volume is

\[
p=\tfrac12\operatorname{Re}(\mathbf J\cdot\mathbf E^*)
=\tfrac12\operatorname{Re}\sigma\,|E_\varphi|^2 .
\]

Inserting the field near the axis, where \(|E_\varphi|^2=\omega^2|B_0|^2r^2/4\), we get

\[
p(r)=\frac{\omega^2|B_0|^2}{8}\operatorname{Re}\sigma(0)\,r^2+O(r^4).
\]

The density on the axis is finite, so it multiplies a vanishing square. A density peak raises the coefficient of \(r^2\) for a given \(B_0\), but it cannot lift the zero. If \(B_0\) happened to vanish at some height, the heating there would start with a higher power of \(r\).

**Q:** "Near the axis" could mean a micrometre. How far out does the \(r^2\) law hold?

**A:** The next term tells us. Take a long cylinder first, so that nothing varies with \(z\). In these units Ampère's law is \(\nabla\times\mathbf B=(4\pi/c^2)\mathbf J+(1/c^2)\,\partial\mathbf E/\partial t\). Its azimuthal component, beside Faraday's law in differential form, reads

\[
-\frac{dB_z}{dr}=\left(\frac{4\pi\sigma}{c^2}-\frac{i\omega}{c^2}\right)E_\varphi,
\qquad
\frac1r\frac{d(rE_\varphi)}{dr}=i\omega B_z .
\]

Differentiate the second and replace \(dB_z/dr\) by means of the first:

\[
\frac{d}{dr}\left[\frac1r\frac{d(rE_\varphi)}{dr}\right]=-\kappa^2E_\varphi,
\qquad
\kappa^2=\frac{\omega^2}{c^2}+\frac{4\pi i\omega\sigma}{c^2}.
\]

Now try \(E_\varphi=\tfrac12 i\omega B_0\,(r+gr^3)\). Inside the bracket we have \((1/r)\,d(r^2+gr^4)/dr=2+4gr^2\), whose derivative is \(8gr\). At this order the right side is \(-\kappa_0^2r\), with \(\kappa_0\) the value on the axis. Hence \(g=-\kappa_0^2/8\), and

\[
|1+gr^2|^2=1+2r^2\operatorname{Re}g+\dots=1-\tfrac14r^2\operatorname{Re}\kappa_0^2+\dots
\]

If the density starts as \(n_0(1-\beta r^2)\) and \(\nu\) is uniform, the product is

\[
p=\frac{\omega^2|B_0|^2}{8}\operatorname{Re}\sigma(0)\,r^2
\left[1-\left(\beta+\tfrac14\operatorname{Re}\kappa_0^2\right)r^2+\dots\right].
\]

Your density peak enters here, through \(\beta\): it slows the growth of the heating away from the axis. The other term usually acts the opposite way. The plasma part of \(\operatorname{Re}\kappa_0^2\) is \(-4\pi n_0\omega^2/[c^2(\nu^2+\omega^2)]\), which is negative and far outweighs \(\omega^2/c^2\) in a dense plasma.

**Q:** I still have a difficulty. If nothing is heated in the middle, ionization should be weak there. Why would the density peak in the middle at all?

**A:** Because density is not a map of where the plasma was made. Suppose that electron–ion pairs are created at a rate \(S(r)\ge0\) per volume, diffuse with coefficient \(D>0\), and are lost at the wall. The steady balance, multiplied by \(r\) and integrated from the axis, is

\[
-\frac1r\frac{d}{dr}\left(rD\frac{dn}{dr}\right)=S
\quad\Rightarrow\quad
\frac{dn}{dr}=-\frac{1}{rD}\int_0^r S(r')\,r'\,dr'\le0 .
\]

The density therefore never rises outward, wherever the source lies. With a source confined to an outer ring, the integral is zero inside the ring and the density is flat there: pairs wander inward until there is no gradient left to drive them.

**Q:** Is there no way to get a hollow profile?

**A:** There is, if pairs are also lost in the volume, because the net source can then be negative in the centre. One computed case has a source ring proportional to \(\exp\{-[(r/R-0.8)/0.08]^2\}\), where \(R\) is the plasma radius, and a volume loss rate of \(50D/R^2\). The density on the axis is then 3% of its maximum. In a vessel of finite length, loss to the end walls acts like such a volume loss. So the peak on your axis is what diffusion to the side wall gives when the other losses are weak enough. It does not tell you where the power went in.

**Q:** Can you give me numbers for something like my source?

**A:** Take a long argon cylinder with \(R=10\) cm at 0.1 Torr and 400 K, driven at 13.56 MHz. The central electron density is \(10^{11}\) cm\(^{-3}\), the electron temperature 2.5 eV, and the absorbed power 2 W per cm of length. These are rough values. Density, temperature and power are set separately, not linked by particle and power balances. With direct ionization and diffusion to the side wall alone, a particle balance would give a temperature below 2 eV, and so a lower collision frequency. The power points the same way: with common rate fits, Maxwellian electrons at 2.5 eV and this density would lose roughly 16 W/cm to excitation and ionization, far more than the 2 W/cm assumed, while at 1.6 eV they would lose somewhat under 1 W/cm. A rough momentum-transfer rate constant of \(10^{-7}\) cm\(^3\)/s times the gas density \(2.41\times10^{15}\) cm\(^{-3}\) gives \(\nu=2.4\times10^8\) s\(^{-1}\), against \(\omega=8.5\times10^7\) s\(^{-1}\).

For the density I use two model cases, both with \(n=0\) at the wall.

In case A the electron temperature is uniform, so each electron ionizes at the same rate everywhere and \(S\propto n\). The diffusion equation then has the positive solution \(n=n_0J_0(2.405\,r/R)\). Since \(J_0(s)=1-s^2/4+\dots\), we have \(\beta=2.405^2/(4R^2)=0.0145\) cm\(^{-2}\).

In case B ionization is proportional to the local heating, so no pairs are created on the axis itself. Near the axis \(S=Cr^2\), so the integral above is \(Cr^4/4\). Then \(dn/dr=-Cr^3/(4D)\), and for uniform \(D\)

\[
n=n_0-\frac{C}{16D}\,r^4+\dots
\]

The top is flat, with \(\beta=0\), but it is still on the axis. Farther out, field and density are solved together, since each depends on the other.

| \(r\) (cm) | A: \(n/n_0\) | A: \(p\) (mW/cm³) | B: \(n/n_0\) | B: \(p\) (mW/cm³) |
|---|---|---|---|---|
| 0 | 1.00 | 0 | 1.00 | 0 |
| 1 | 0.99 | 0.31 | 1.00 | 0.15 |
| 2 | 0.94 | 1.22 | 1.00 | 0.60 |
| 4 | 0.78 | 4.6 | 0.98 | 2.7 |
| 8 | 0.27 | 9.2 | 0.57 | 10.7 |

**Q:** In both cases the density is greatest exactly where the heating is zero. Can I reproduce the value at 1 cm by hand?

**A:** Yes. In case A the absorbed power fixes \(B_0=0.182\) G, or \(1.82\times10^{-5}\) T. The slope of the field is

\[
\tfrac12\omega B_0=\tfrac12(8.52\times10^7\ \text{s}^{-1})(1.82\times10^{-5}\ \text{T})
\approx775\ \text{V/m}^2=0.0775\ \text{V/cm}^2 .
\]

At 1 cm the field is thus about 0.0775 V/cm. With \(\operatorname{Re}\sigma(0)=0.104\) S/cm,

\[
p\approx\tfrac12(0.104)(0.0775)^2\ \text{W/cm}^3\approx0.31\ \text{mW/cm}^3 ,
\]

which is the table's value.

For the correction, the computed \(R^2\operatorname{Re}\kappa_0^2=-3.92\) gives \(\tfrac14\operatorname{Re}\kappa_0^2=-0.0098\) cm\(^{-2}\). In case A the bracket is \(1-(0.0145-0.0098)r^2=1-0.0047r^2\), with \(r\) in cm. In case B it is \(1+0.0098r^2\). At 4 cm these give 0.93 and 1.16, while the full solutions give 0.91 and 1.16 times the \(r^2\) law. At 8 cm in case A the bare law would give \(0.312\times64\approx20\) mW/cm³, about twice the computed heating. So the law is good to about a tenth at 4 cm in case A, and it is no guide near the wall.

**Q:** Where does the power actually go?

**A:** In case A the heating peaks at 7.3 cm, in case B at 8.1 cm. The field grows outward while the density falls to zero at the wall, so their product has its maximum in between. The inner half of the radius holds a quarter of the volume but receives 14% of the power in case A and 8% in case B. Inside 1 cm, which is 1% of the volume, the \(r^2\) law gives for case A

\[
\int_0^{1\,\text{cm}}0.312\,r^2\;2\pi r\,dr=\frac{\pi}{2}(0.312)\approx0.49\ \text{mW/cm},
\]

or 0.024% of the 2 W/cm absorbed.

**Q:** Then the electrons on the axis ought to be cold.

**A:** Zero local heating does not mean zero energy supply. Let electrons lose energy at a rate \(L>0\) per volume near the axis, and let heat conduction, with conductivity \(K\), be the only transport of energy. The balance is

\[
-\frac1r\frac{d}{dr}\left(rK\frac{dT}{dr}\right)=p-L .
\]

Close to the axis \(p\) is negligible. Integrating with \(L\) and \(K\) constant gives \(rK\,dT/dr=Lr^2/2\), hence \(T=T(0)+Lr^2/(4K)\). The temperature has a minimum on the axis, fed by heat flowing inward. With good conduction the dip is shallow, and case A is the limit in which it disappears.

**Q:** Which case is closer to the truth?

**A:** Compare how far electrons diffuse before they lose their energy. A bulk electron of speed \(v\) and free path \(\lambda=v/\nu\) has diffusion coefficient \(v^2/(3\nu)\). In elastic collisions with atoms of mass \(M\) it loses energy at a rate \(2\nu/M\). The square root of the ratio is \(\lambda\sqrt{M/6}\), here 48 cm. That is an upper estimate, because elastic collisions remove only about 3% of the power absorbed per electron in case A. If the mean electron energy of 3.75 eV is instead replaced at the rate set by the full absorbed power, the length falls to about 8 cm, slightly below \(R\).

An electron fast enough to excite or ionize argon loses energy in inelastic collisions instead. With rough cross sections of \(1.5\times10^{-15}\) cm² (elastic) and \(10^{-16}\) cm² (inelastic), the same estimate gives \(1/(N\sqrt{3\sigma_{\rm el}\sigma_{\rm in}})=0.6\) cm, where \(N\) is the gas density. Just above the threshold the inelastic cross section is smaller and the length somewhat greater. Bulk electrons thus share their energy over a distance comparable with the radius, so the uniform temperature of case A is only a rough approximation, while the ionizing ones stay near the place where they became fast. If atoms are ionized mainly in a single collision, I expect the real profile of a long cylinder to lie between the two cases, but that is a judgement from rough lengths, not a kinetic calculation. Case B is not a strict bound: if energy were lost exactly where it is deposited, ionization, whose threshold lies above that of excitation, would rise faster than the heating, and at uniform \(D\) the profile would be flatter still. Stepwise ionization through excited atoms favours the densest region and could make the profile more peaked than in case A.

**Q:** You assumed a local conductivity. An electron arriving at the axis was accelerated elsewhere. Could it carry a current there?

**A:** One electron can, but the average vanishes. Let the current depend linearly on the field throughout the plasma, with a response unchanged by rotation about the axis. A half turn takes a point at transverse position \(\mathbf x\) to \(-\mathbf x\) and reverses transverse vectors. The induced field is unchanged by this turn, so the current is too, which means \(\mathbf J(-\mathbf x)=-\mathbf J(\mathbf x)\). A smooth current with this property vanishes on the axis and starts linearly in \(r\). The product \(\mathbf J\cdot\mathbf E^*\) still has no term below \(r^2\), but its coefficient is no longer \(\tfrac12\operatorname{Re}\sigma(0)\) times the squared slope. In the example the free path is 0.44 cm, or 0.12 of the 3.6 cm skin depth at central density, so the local coefficient is a fair approximation.

**Q:** What would put real heating on the axis?

**A:** A field outside the assumptions. Rotation symmetry removes the transverse field on the axis, but not \(E_z\). A coil at high voltage also couples capacitively and can drive such a field. Take a rough rf sheath field of 1000 V/cm. The normal component of permittivity times field is continuous, and the plasma's relative permittivity has magnitude \(1.5\times10^4\), so about 0.07 V/cm is left inside. A field of that size on the axis would heat the plasma there at 2.5% of the peak heating in case A. That is close to the inductive heating at 1 cm, so it would fill in the bottom of the \(r^2\) curve. The figure is not an upper bound. The normal field points along the axis only at a flat end window. At the side wall it is radial, and the current collected there must turn along \(z\) and pass through the cross section. If the wall field varies along \(z\) with half-wavelength \(\ell\), continuity makes the peak axial current density, averaged over the cross section, \(2\ell/(\pi R)\) times the wall value, and the dense core carries more than its share. With the density of case A, the heating on the axis is then about 8% of the peak for \(\ell=20\) cm and about 40% for \(\ell=40\) cm.

Waves can do it too. A field that varies as \(e^{i\varphi}\) around the axis is not axisymmetric and may be finite there. The uniform rotating field \(\hat{\mathbf x}+i\hat{\mathbf y}=e^{i\varphi}(\hat{\mathbf r}+i\hat{\boldsymbol\varphi})\) is the simplest example. A wave-heated source run in such a mode is therefore not covered by the argument.

**Q:** And how near is your cylinder to a processing reactor?

**A:** The frequency, size and density are of the usual order. The pressure is on the high side, since many etching sources run nearer 10 mTorr. At the same gas temperature and rate constant the free path there would be ten times longer, 4.4 cm, while the skin depth at the same density would shrink to 1.7 cm. The local heating profile would then be unreliable, though the symmetry zero would remain. The power is low: 2 W/cm over 20 cm is 40 W, where hundreds of watts are common. If \(n(r)\) and \(\nu\) stayed the same, more power would scale \(p\) everywhere by the same factor. In a real source more power also raises the density, which shortens the skin depth and changes the shape of \(p\), though not the zero on the axis.

Other departures can be sized in case A:

- **Coil off centre.** For a long coil round a long plasma this hardly matters. No current flows in the gap between them, so with displacement current neglected \(B_z\) is uniform there wherever the coil sits, and the plasma current stays centred on the plasma's own axis. A short or flat coil has a non-uniform field and can displace the zero. A displacement of 0.5 cm would leave heating of roughly 0.8% of the peak on the plasma axis.
- **Uncertain collision frequency.** With the density profile held fixed, halving \(\nu\) moves the heating peak to 7.9 cm, and doubling it moves the peak to 6.9 cm. Halving it also turns the correction in case A from \(-0.0047\) to \(+0.015\) cm\(^{-2}\), so the sign of that small term is not settled by these rough inputs. A single \(\nu\) is itself a simplification, because the momentum-transfer cross section of argon varies strongly with electron energy. Averaging \(1/(\nu-i\omega)\) over a 2.5 eV Maxwellian with an approximate energy-dependent cross section changes \(\operatorname{Re}\sigma\) by less than a tenth, but roughly doubles \(\operatorname{Re}\kappa_0^2\). That turns the correction to about \(+0.006\) cm\(^{-2}\) and moves the peak to about 7.6 cm.
- **Finite length.** If the fields vary along \(z\), the axial derivative in Ampère's law replaces \(\kappa_0^2\) by \(\kappa_0^2+B_0''/B_0\), with primes for \(d/dz\). For \(B_0\propto\cos(\pi z/\ell)\) and \(\ell=20\) cm this adds \(\pi^2/(4\ell^2)=0.0062\) cm\(^{-2}\) to the correction, turning \(-0.0047\) into \(+0.0015\). The leading \(r^2\) is untouched. The density can change more: diffusion to end walls a distance \(\ell\) apart removes pairs at a rate of about \(\pi^2D/\ell^2\). In case B with \(\ell=20\) cm this makes the profile slightly hollow, with a little over 90% of the maximum density on the axis and the maximum near 5 cm.
- **Magnetic force of the rf field.** The largest cyclotron frequency is 2% of \(\nu\), so neglecting this force is reasonable here.

The numerical output lists the remaining values.

**Q:** So when I measure a central density peak, what may I conclude about the heating?

**A:** Not that the heating is central. In the long cylinder, cases A and B both peak on the axis, and both are heated mainly in the outer half of the radius. To locate the heating you need the field as well as the density. For an axisymmetric, purely inductive drive, you already know one point of that field: the zero on the axis.

## Computed values

```
A = uniform electron temperature; B = ionization follows heating
radius 10.0 cm; pressure 0.10 Torr; gas 400 K
frequency 13.56 MHz; electrons 2.5 eV
central density 1.00e+11 cm^-3
absorbed power 2.00 W/cm
momentum rate constant (rough) 1.0e-07 cm^3/s
gas density 2.414e+15 cm^-3
omega 8.520e+07 s^-1; collision frequency 2.414e+08 s^-1
Re sigma on axis 0.1038 S/cm
kappa^2 R^2 on axis -3.921 +11.113 i
skin depth at central density 3.57 cm
A: axis rf field B(0) 0.1819 G
A: slope of |E| at axis 0.07748 V/cm^2
A: r^2 coefficient 0.31153 mW/cm^5
A: relative correction -0.00465 r^2, r in cm
A: heating at 1 cm: r^2 law 0.31153, full 0.31006 mW/cm^3
A: peak heating 9.762 mW/cm^3 at 7.29 cm
A: power share inside 1 cm 0.0244 %, inside 5 cm 13.88 %
B: axis rf field B(0) 0.1236 G
B: slope of |E| at axis 0.05265 V/cm^2
B: r^2 coefficient 0.14385 mW/cm^5
B: relative correction +0.00980 r^2, r in cm
B: heating at 1 cm: r^2 law 0.14385, full 0.14526 mW/cm^3
B: peak heating 10.745 mW/cm^3 at 8.08 cm
B: power share inside 1 cm 0.0114 %, inside 5 cm 8.20 %
r(cm) | A: n/n0, E(V/cm), p(mW/cm^3) | B: n/n0, E, p (same units)
 0 | 1.0000 0.0000 0.0000 | 1.0000 0.0000 0.0000
 1 | 0.9856 0.0779 0.3101 | 0.9999 0.0529 0.1453
 2 | 0.9430 0.1580 1.2222 | 0.9986 0.1074 0.5981
 4 | 0.7817 0.3351 4.5562 | 0.9762 0.2292 2.6615
 6 | 0.5434 0.5506 8.5501 | 0.8705 0.3863 6.7428
 8 | 0.2680 0.8149 9.2362 | 0.5650 0.6050 10.7337
 9 | 0.1303 0.9626 6.2654 | 0.3059 0.7410 8.7156
A: heating per electron at peak 1.659 eV/us
mesh halved: shift of p(1 cm)/p(max) A 7.2e-07, B 2.7e-06
ring source with volume loss 50 D/R^2: n(axis)/n(max) 0.0296
A: peak radius, nu halved 7.85 cm, doubled 6.87 cm
electron free path 0.438 cm; over skin depth 0.123
largest rf B 0.319 G; cyclotron/collision 0.0232
displacement/conduction current on axis 6.9e-05
sheath rf field (rough) 1000 V/cm; plasma |permittivity| 1.46e+04
capacitive leak 0.0685 V/cm; axis heating/A peak 0.0250
coil offset 0.5 cm: axis heating/A peak about 0.0080
length 20 cm: correction shifts by +0.00617 r^2, r in cm
fast-electron cross sections (rough): elastic 1.5e-15, inelastic 1.0e-16 cm^2
energy relaxation length: bulk, elastic only 48.3 cm; fast 0.62 cm
```
